# Why static RPA local fields cannot raise the dielectric constant: test program

```python
"""Result under test: static RPA local fields cannot raise the dielectric constant,
   eps_M = 1/[inverse(eps)]_00 = eps_00 - w^T B^-1 w <= eps_00,
where eps is the symmetrized dielectric matrix, eps_00 its head, w its wing
(column G != 0, G' = 0) and B its body (G, G' != 0).
Model: channels of cross-section AREA with reflecting walls, potential
-U cos(2 pi x / CELL), two electrons per cell and channel. Hartree atomic units,
Gaussian electrostatics. Fields are scaled so that the macroscopic field is 1.
"""
import numpy as np
import sympy as sp
from scipy.linalg import toeplitz

CELL, AREA, DEPTH = 6.0, 16.0, 0.3
RECIP = 2 * np.pi / CELL
GMAX = 9                       # plane waves per k point: -GMAX..GMAX
NK = 64
WAVES = np.arange(-GMAX, GMAX + 1)


def g_list(m):
    """Reciprocal-vector indices 0, 1, -1, 2, -2, ... up to m."""
    return [0] + [s * j for j in range(1, m + 1) for s in (1, -1)]


def bands(k, depth):
    h = np.diag((k + RECIP * WAVES) ** 2 / 2)
    h -= depth / 2 * (np.eye(len(WAVES), k=1) + np.eye(len(WAVES), k=-1))
    return np.linalg.eigh(h)


def shifted(vec, m):
    """Plane-wave coefficients of exp(i m RECIP x) times the state."""
    out = np.zeros_like(vec)
    if m >= 0:
        out[m:] = vec[:len(vec) - m]
    else:
        out[:m] = vec[-m:]
    return out


def transitions(depth, nk, q=0.0, offset=0.5, m_max=5):
    """Field-coupling amplitudes and energies of all band-1 -> empty transitions."""
    amps, gaps = [], []
    for j in range(nk):
        k = RECIP * ((j + offset) / nk - 0.5)
        e_occ, c_occ = bands(k, depth)
        e_emp, c_emp = (e_occ, c_occ) if q == 0 else bands(k + q, depth)
        occ, emp = c_occ[:, 0], c_emp[:, 1:]
        d = e_emp[1:] - e_occ[0]
        cols = []
        for m in g_list(m_max):
            if q == 0 and m == 0:      # limit of overlap/q from k.p theory
                cols.append(emp.T @ ((k + RECIP * WAVES) * occ) / d)
            else:
                cols.append(emp.T @ shifted(occ, m) / (q + m * RECIP))
        amps.append(np.array(cols).T)
        gaps.append(d)
    return np.vstack(amps), np.concatenate(gaps)


def eps_matrix(amps, gaps, nk, z=0.0):
    weight = gaps / (gaps ** 2 - z ** 2)
    pref = 16 * np.pi / (AREA * CELL * nk)
    return np.eye(amps.shape[1]) + pref * (amps.T * weight) @ amps


def macroscopic(eps):
    return 1 / np.linalg.inv(eps)[0, 0]


def micro_fields(eps):
    return -np.linalg.solve(eps[1:, 1:], eps[1:, 0])


# ---------- model at vanishing q ----------
amps, gaps = transitions(DEPTH, NK)
eps = eps_matrix(amps, gaps, NK)
head, eps_m = eps[0, 0], macroscopic(eps)
wing, body, g = eps[1:, 0], eps[1:, 1:], micro_fields(eps)
lowering = wing @ np.linalg.solve(body, wing)
assert abs(head - lowering - eps_m) < 1e-10
eig = np.linalg.eigvalsh(eps)
assert eig[0] > 1 - 1e-10 and 1 < eps_m < head
e_bottom, e_edge = bands(0.0, DEPTH)[0], bands(RECIP / 2, DEPTH)[0]
width, gap = e_edge[0] - e_bottom[0], e_edge[1] - e_edge[0]
transverse = np.pi ** 2 / (2 * AREA)
assert transverse > width      # only the uniform transverse state is occupied

# the limit formula against a small finite q
small = eps_matrix(*transitions(DEPTH, NK, q=1e-3), NK)
assert np.max(np.abs(small[0] - eps[0])) < 1e-3
assert abs(macroscopic(small) - eps_m) < 1e-4

# more reciprocal vectors can only lower the result; convergence
sequence = [macroscopic(eps[:2 * m + 1, :2 * m + 1]) for m in range(6)]
assert all(b <= a + 1e-12 for a, b in zip(sequence, sequence[1:]))
larger = eps_matrix(*transitions(DEPTH, NK, m_max=7), NK)
assert abs(macroscopic(larger) - eps_m) < 1e-4
denser = eps_matrix(*transitions(DEPTH, 2 * NK), 2 * NK)
assert abs(macroscopic(denser) - eps_m) < 1e-6
pair = 2 * wing[0] ** 2 / (body[0, 0] + body[0, 1])
assert abs(head - pair - sequence[1]) < 1e-8

field_part = 1 + g @ g
trial = np.concatenate(([1.0], g))
electron_part = trial @ (eps - np.eye(len(eps))) @ trial
assert abs(field_part + electron_part - eps_m) < 1e-10
assert field_part > 1 and electron_part < head - 1
indices = np.array(g_list(5)[1:])
field_max = 1 + np.sum(g)                         # x = 0
field_min = 1 + np.sum(g * (-1.0) ** indices)     # x = CELL/2
assert field_max < 1 < field_min

# ---------- independent road: self-consistent supercell ----------
NCELL = 12
q_sc = RECIP / NCELL
half = GMAX * NCELL
dim = 2 * half + 1
h0 = np.diag((q_sc * np.arange(-half, half + 1)) ** 2 / 2)
h0 -= DEPTH / 2 * (np.eye(dim, k=NCELL) + np.eye(dim, k=-NCELL))
volume = AREA * CELL * NCELL
J = np.arange(1, 7 * NCELL)


def ground_state(pot):
    """Density harmonics and unperturbed energy in an added even potential."""
    column = np.zeros(dim)
    column[J] = pot
    c = np.linalg.eigh(h0 + toeplitz(column))[1][:, :NCELL]
    p = 2 * c @ c.T
    dens = np.array([np.trace(p, offset=-j) for j in J]) / volume
    return dens, np.sum(p * h0)


dens0, energy0 = ground_state(np.zeros(len(J)))
external = np.zeros(len(J))
external[0] = 5e-4
coulomb = 4 * np.pi / (J * q_sc) ** 2
dens, energy = ground_state(external)      # total potential kept a pure cosine
head_sc = 1 - coulomb[0] * (dens[0] - dens0[0]) / external[0]
unit = volume * 2 * q_sc ** 2 / (8 * np.pi)
head_energy = 1 + (energy - energy0) / (unit * external[0] ** 2)
total = external.copy()
for iteration in range(150):
    dens, energy = ground_state(total)
    residual = external + coulomb * (dens - dens0) - total
    if np.max(np.abs(residual)) < 1e-11:
        break
    total += 0.3 * residual
assert np.max(np.abs(residual)) < 1e-10
eps_m_sc = external[0] / total[0]
electron_sc = (energy - energy0) / (unit * total[0] ** 2)
g_sc = np.array([(q_sc + m * RECIP) * total[abs(1 + m * NCELL) - 1]
                 / (q_sc * total[0]) for m in indices])

eps_q = eps_matrix(*transitions(DEPTH, NCELL, q=q_sc, offset=0.0), NCELL)
g_q = micro_fields(eps_q)
trial_q = np.concatenate(([1.0], g_q))
electron_q = trial_q @ (eps_q - np.eye(len(eps_q))) @ trial_q
assert abs(head_sc - eps_q[0, 0]) < 1e-3
assert abs(head_energy - eps_q[0, 0]) < 2e-3
assert abs(eps_m_sc - macroscopic(eps_q)) < 1e-3
assert np.max(np.abs(g_sc - g_q)) < 1e-3
assert abs(electron_sc - electron_q) < 2e-3
cell_harm = dens0[NCELL - 1::NCELL]
order = np.arange(1, len(cell_harm) + 1)
mean_density = 2 / (AREA * CELL)
n_center = mean_density + 2 * np.sum(cell_harm)
n_edge = mean_density + 2 * np.sum(cell_harm * (-1.0) ** order)
assert n_center > mean_density > n_edge

# ---------- local layered medium: harmonic mean ----------
layer_col = np.zeros(41)
layer_col[:2] = 3.0, 0.75                 # eps(x) = 3 + 1.5 cos(2 pi x/a)
layer_schur = 1 / np.linalg.inv(toeplitz(layer_col))[20, 20]
phase = 2 * np.pi * np.arange(400) / 400
layer_harmonic = 1 / np.mean(1 / (3 + 1.5 * np.cos(phase)))
assert abs(layer_schur - layer_harmonic) < 1e-8

# ---------- spheres with Lorentz field and internal depolarization ----------
es, f, pol, alpha_p = sp.symbols("es f pol alpha_p", positive=True)
inner = 1 + 4 * sp.pi * f * pol / 3 - 4 * sp.pi * pol / 3
pol_sol = sp.solve(sp.Eq(pol, (es - 1) / (4 * sp.pi) * inner), pol)[0]
sphere_m = 1 + 4 * sp.pi * f * pol_sol
sphere_bare = 1 + f * (es - 1)
gap_formula = f * (1 - f) * (es - 1) ** 2 / (3 + (1 - f) * (es - 1))
assert sp.simplify(sphere_bare - sphere_m - gap_formula) == 0
lone = sp.solve(sp.Eq(alpha_p, (es - 1) / (4 * sp.pi)
                      * (1 - 4 * sp.pi * alpha_p / 3)), alpha_p)[0]
case = {es: 5, f: sp.Rational(3, 10)}
s_bare, s_macro, s_no_lorentz = [float(v.subs(case)) for v in
                                 (sphere_bare, sphere_m,
                                  1 + 4 * sp.pi * f * lone)]
assert s_no_lorentz < s_macro < s_bare

# ---------- finite frequency ----------
sub = eps_matrix(amps, gaps, NK, z=0.8 * gap)
assert np.linalg.eigvalsh(sub)[0] > 1 - 1e-10
assert macroscopic(sub) < sub[0, 0]
ETA, STEP = 0.02, 0.01
omega = np.arange(0, 20 + STEP / 2, STEP)
heads, macros = [], []
for w in omega:
    mat = eps_matrix(amps, gaps, NK, z=w + 1j * ETA)
    heads.append(mat[0, 0])
    macros.append(macroscopic(mat))
heads, macros = np.array(heads), np.array(macros)
diff = (macros - heads).real


def integral(y):
    return STEP * (np.sum(y) - (y[0] + y[-1]) / 2)


total_diff, total_abs = integral(diff), integral(np.abs(diff))
assert abs(total_diff) < 2e-3 * total_abs
best = int(np.argmax(diff))
assert diff[0] < 0 < diff[best] and omega[best] > gap
tail = diff[-1] / diff[len(diff) // 2]     # frequencies 20 and 10 hartree
assert abs(tail * 16 - 1) < 0.2

# ---------- output ----------
print(f"cell length {CELL:.1f} bohr, channel area {AREA:.1f} bohr^2")
print(f"potential amplitude U {DEPTH:.2f} hartree")
print(f"occupied band width {width:.4f} hartree, direct gap {gap:.4f} hartree")
print(f"first transverse excitation {transverse:.4f} hartree")
print(f"k points {NK}, reciprocal vectors in response {len(eps)}")
print(f"head eps_00 {head:.4f} (dimensionless, as all below unless marked)")
print(f"wing w_1 {wing[0]:.4f}, w_-1 {wing[1]:.4f}, w_2 {wing[2]:.4f}")
print(f"body B_11 {body[0, 0]:.4f}, B_1,-1 {body[0, 1]:.4f}")
print(f"lowering from G=+1,-1 only {pair:.4f}")
print(f"full lowering w B^-1 w {lowering:.4f}")
print(f"macroscopic eps_M {eps_m:.4f}")
print(f"relative lowering of eps {100 * lowering / head:.2f} percent")
print(f"smallest, largest eigenvalue {eig[0]:.5f}, {eig[-1]:.4f}")
for m, value in enumerate(sequence):
    print(f"eps_M with |G index| <= {m}: {value:.6f}")
print(f"uniform field: field energy 1, electron energy {head - 1:.4f}")
print(f"relaxed field: field energy {field_part:.4f}, "
      f"electron energy {electron_part:.4f}")
print(f"field/average at density maximum {field_max:.4f}, "
      f"minimum {field_min:.4f}")
print(f"density at maximum {n_center:.5f}, minimum {n_edge:.5f} bohr^-3")
print(f"supercell {NCELL} cells, q {q_sc:.5f} bohr^-1")
print(f"eps_00(q): supercell {head_sc:.5f}, matrix {eps_q[0, 0]:.5f}")
print(f"eps_M(q): supercell {eps_m_sc:.5f}, matrix {macroscopic(eps_q):.5f}")
print(f"field e_1(q): supercell {g_sc[0]:.5f}, matrix {g_q[0]:.5f}")
print(f"field e_-1(q): supercell {g_sc[1]:.5f}, matrix {g_q[1]:.5f}")
print(f"electron energy(q): supercell {electron_sc:.5f}, "
      f"matrix {electron_q:.5f}")
for depth in (0.15, 0.3, 0.6):
    mat = eps_matrix(*transitions(depth, NK), NK)
    edge = bands(RECIP / 2, depth)[0]
    h_u, m_u = mat[0, 0], macroscopic(mat)
    assert 1 < m_u < h_u
    print(f"U {depth:.2f} hartree: gap {edge[1] - edge[0]:.4f} hartree, "
          f"eps_00 {h_u:.4f}, eps_M {m_u:.4f}, "
          f"eps-1 lowered {100 * (h_u - m_u) / (h_u - 1):.2f} percent")
print(f"layers 3+1.5cos: arithmetic {layer_col[0]:.4f}, "
      f"harmonic {layer_harmonic:.4f}, Schur {layer_schur:.4f}")
print(f"spheres eps 5, filling 0.3: bare average {s_bare:.4f}, "
      f"macroscopic {s_macro:.4f}, without Lorentz field {s_no_lorentz:.4f}")
print(f"at frequency {0.8 * gap:.4f} hartree (0.8 gap): "
      f"eps_00 {sub[0, 0]:.4f}, eps_M {macroscopic(sub):.4f}")
print(f"broadening {ETA:.2f} hartree; largest reversal at "
      f"{omega[best]:.2f} hartree")
print(f"there Re eps_00 {heads[best].real:.4f}, "
      f"Re eps_M {macros[best].real:.4f}")
print(f"integral of Re difference {total_diff:.1e} hartree, "
      f"of its modulus {total_abs:.4f} hartree")
print(f"difference at 20 over difference at 10 hartree {tail:.4f}")
print("all good")
```

Running it gives:

```
cell length 6.0 bohr, channel area 16.0 bohr^2
potential amplitude U 0.30 hartree
occupied band width 0.0427 hartree, direct gap 0.2945 hartree
first transverse excitation 0.3084 hartree
k points 64, reciprocal vectors in response 11
head eps_00 3.1122 (dimensionless, as all below unless marked)
wing w_1 0.7958, w_-1 0.7958, w_2 0.1159
body B_11 1.5900, B_1,-1 0.2310
lowering from G=+1,-1 only 0.6955
full lowering w B^-1 w 0.6996
macroscopic eps_M 2.4126
relative lowering of eps 22.48 percent
smallest, largest eigenvalue 1.00075, 3.7823
eps_M with |G index| <= 0: 3.112219
eps_M with |G index| <= 1: 2.416724
eps_M with |G index| <= 2: 2.412638
eps_M with |G index| <= 3: 2.412632
eps_M with |G index| <= 4: 2.412632
eps_M with |G index| <= 5: 2.412632
uniform field: field energy 1, electron energy 2.1122
relaxed field: field energy 1.3791, electron energy 1.0335
field/average at density maximum 0.0426, minimum 1.7819
density at maximum 0.04692, minimum 0.00311 bohr^-3
supercell 12 cells, q 0.08727 bohr^-1
eps_00(q): supercell 3.07224, matrix 3.07224
eps_M(q): supercell 2.38876, matrix 2.38876
field e_1(q): supercell -0.41481, matrix -0.41481
field e_-1(q): supercell -0.43982, matrix -0.43982
electron energy(q): supercell 1.01950, matrix 1.01950
U 0.15 hartree: gap 0.1493 hartree, eps_00 8.9107, eps_M 6.5477, eps-1 lowered 29.87 percent
U 0.30 hartree: gap 0.2945 hartree, eps_00 3.1122, eps_M 2.4126, eps-1 lowered 33.12 percent
U 0.60 hartree: gap 0.5594 hartree, eps_00 1.6712, eps_M 1.4552, eps-1 lowered 32.18 percent
layers 3+1.5cos: arithmetic 3.0000, harmonic 2.5981, Schur 2.5981
spheres eps 5, filling 0.3: bare average 2.2000, macroscopic 1.6207, without Lorentz field 1.5143
at frequency 0.2356 hartree (0.8 gap): eps_00 5.6089, eps_M 3.4955
broadening 0.02 hartree; largest reversal at 0.33 hartree
there Re eps_00 -0.7025, Re eps_M 2.5093
integral of Re difference 3.0e-06 hartree, of its modulus 0.8612 hartree
difference at 20 over difference at 10 hartree 0.0620
all good
```
